\section*{Unbiased line-edge roughness from a noisy power spectrum}

\section{A rough line seen through a noisy microscope}

A narrow interconnect line is imaged from above in a scanning electron microscope. On each scan line an algorithm locates the edge, and the scatter of these positions is taken as the roughness. Image noise also moves the located position, so a perfectly straight edge would appear rough. The question is how much of the scatter belongs to the metal line.

Let $w_j$ be the true edge position at $N$ points with spacing $\Delta$, and let $L=N\Delta$. The measured trace is
\begin{equation}
m_j=w_j+e_j ,
\end{equation}
where $e_j$ has zero mean and variance $s^2$, is independent from point to point, and is independent of the edge. The edge is a stationary Gaussian process with zero mean and covariance
\begin{equation}
\langle w_jw_{j+r}\rangle=\sigma^2a^{|r|},\qquad a=e^{-\Delta/\xi},\qquad \Delta\ll\xi\ll L .
\label{cov}
\end{equation}
The quantity sought is $\sigma^2$.

Edges with known $\sigma$ are made by the recursion $w_j=aw_{j-1}+\sigma\sqrt{1-a^2}\,g_j$, with independent unit Gaussians $g_j$ and a first point of variance $\sigma^2$. The variance then stays at $a^2\sigma^2+(1-a^2)\sigma^2=\sigma^2$. Each further step multiplies the covariance with an earlier point by $a$, because the new $g_j$ is independent of the past. This gives (\ref{cov}).

The example has $\sigma=0.8$ nm, $\xi=20$ nm, $s=0.6$ nm, $\Delta=1$ nm, $N=2048$ and $M=50$ edges. The raw rms scatter of these edges is 0.994 nm, which is 24\% above the true roughness.

\section{What noise does to the spectrum}

With $\theta_k=2\pi k/N$ and $\bar m$ the mean of the trace, define the two-sided periodogram
\begin{equation}
P_k=\frac{\Delta}{N}\Big|\sum_{j=0}^{N-1}(m_j-\bar m)e^{-i\theta_kj}\Big|^2 .
\end{equation}
The spatial frequency is $f=k/L$, and the highest resolved one, the Nyquist frequency, is at $\theta=\pi$. Since $\sum_k e^{i\theta_k(j-l)}=N\delta_{jl}$, summing over $k$ gives Parseval's relation,
\begin{equation}
\frac1{N\Delta}\sum_{k\ne0}P_k=\frac1N\sum_j(m_j-\bar m)^2 .
\label{parseval}
\end{equation}
The term $k=0$ vanishes because the mean has been removed. For $k\neq0$ the mean has no effect, since $\sum_je^{-i\theta_kj}=0$. The cross terms between edge and noise average to zero, and the noise alone contributes
\begin{equation}
\frac{\Delta}{N}\sum_{j,l}s^2\delta_{jl}\,e^{-i\theta_k(j-l)}=\Delta s^2\equiv F .
\end{equation}
White noise therefore raises every mean ordinate by the same floor $F$, here $0.36\ \mathrm{nm^3}$.

This suggests a simple scheme: average $P_k$ over a high-frequency band where the spectrum looks flat, call the result $F$, and subtract it everywhere. With the upper quarter of the frequency range as the band, and with the small loss caused by removing the mean restored as described below, the expected recovered variance is $0.6229\ \mathrm{nm^2}$ instead of $0.6400\ \mathrm{nm^2}$. This shortfall of 2.7\% is systematic, and averaging more edges does not remove it.

\section{The edge inside the plateau}

To find the cause, calculate the edge's own mean spectrum. There are $N-|r|$ pairs of points with separation $r$, so with $z=ae^{i\theta_k}$,
\begin{align}
S_k&=\Delta\sigma^2\sum_{|r|<N}\Big(1-\frac{|r|}N\Big)a^{|r|}e^{-i\theta_kr}\nonumber\\
&=\Delta\sigma^2\Big[1+2\,\mathrm{Re}\sum_{r=1}^{N-1}\Big(1-\frac rN\Big)z^r\Big].
\end{align}
Two sums are needed. The first is geometric, and the second follows by applying $z\,d/dz$ to $(1-z^N)/(1-z)$:
\begin{align}
\sum_{r=1}^{N-1}z^r&=\frac{z-z^N}{1-z},\\
\sum_{r=1}^{N-1}rz^r&=\frac{z(1-z^N)}{(1-z)^2}-\frac{Nz^N}{1-z}.
\end{align}
When the second is divided by $N$ and subtracted from the first, the terms $z^N/(1-z)$ cancel. Moreover
\begin{equation}
1+2\,\mathrm{Re}\frac z{1-z}=\mathrm{Re}\frac{1+z}{1-z}=\frac{1-|z|^2}{|1-z|^2},
\end{equation}
and $z^N=a^N$ because $N\theta_k=2\pi k$. Hence, for $k\ne0$,
\begin{equation}
S_k=\Delta\sigma^2\Big[\frac{1-a^2}{1-2a\cos\theta_k+a^2}-\frac2N\,\mathrm{Re}\frac{z(1-a^N)}{(1-z)^2}\Big].
\label{exact}
\end{equation}

At high frequency both terms simplify. The first denominator equals $(1-a)^2+4a\sin^2(\theta/2)$, and its first part is negligible when $\theta\gg\Delta/\xi$. The prefactor becomes $(1-a^2)/(4a)=(a^{-1}-a)/4=\tfrac12\sinh(\Delta/\xi)$. In the second term, $z/(1-z)^2=1/(z+z^{-1}-2)$. For $a$ close to one this tends to $1/(2\cos\theta-2)=-1/[4\sin^2(\theta/2)]$, while $a^N=e^{-L/\xi}$ can be dropped. With
\begin{equation}
u=\frac1{\sin^2(\theta/2)},\qquad A=\tfrac12\sinh\frac\Delta\xi+\frac1{2N},
\end{equation}
the measured mean spectrum is
\begin{equation}
\langle P_k\rangle\simeq F+\Delta\sigma^2A\,u .
\label{line}
\end{equation}
In the example $A=0.02501+0.00024=0.02525$. For $\theta\ge\pi/4$, the tail in (\ref{line}) differs from the exact $S_k$ by at most 0.43\% of $S_k$.

The two parts of $A$ have different origins. The first is the short-scale roughness of the edge, including the power that sampling folds back from beyond the Nyquist frequency. The second is leakage. The transform treats the trace as periodic, so it sees a jump between the last point and the first. For $\xi\ll L$ the jump has variance $2\sigma^2$, and a unit jump has squared transform $1/|1-e^{-i\theta}|^2=u/4$. The product $(\Delta/N)(2\sigma^2)(u/4)=\Delta\sigma^2u/(2N)$ is the second part.

At the Nyquist frequency $u=1$, and the edge still contributes $0.0162\ \mathrm{nm^3}$. A floor that is too high by $\delta F$ lowers the recovered variance by $\delta F/\Delta$. For a band from $\theta_c$ to $\pi$, the average of $u$ is
\begin{equation}
\bar u=\frac1{\pi-\theta_c}\int_{\theta_c}^{\pi}\frac{d\theta}{\sin^2(\theta/2)}=\frac{2\cot(\theta_c/2)}{\pi-\theta_c},
\label{ubar}
\end{equation}
so the relative bias of the variance is $-A\bar u$. For $\theta_c=3\pi/4$, $\bar u=1.055$ and the bias is $-2.66\%$. The estimator applied to the exact spectrum gives $-2.67\%$.

Narrowing the band does not cure this. As $\theta_c\to\pi$, $\bar u\to1$ and a bias $-A$ remains. Finer sampling over the same length $L$ does reduce it, roughly as $\Delta/(2\xi)$, provided that the noise stays white. If $N$ is held fixed instead, $L$ shrinks and the bias falls more slowly: at $\Delta=0.25$ nm it is $-0.67\%$ for fixed $L$ but $-1.1\%$ for fixed $N$.

\section{A floor read from a straight line}

Equation (\ref{line}) also supplies the remedy. Plotted against $u$, the high-frequency spectrum is a straight line whose intercept at $u=0$ is the noise floor. Least squares over $n$ ordinates gives
\begin{equation}
\hat B=\frac{\sum_k(u_k-\bar u)(P_k-\bar P)}{\sum_k(u_k-\bar u)^2},\qquad \hat F=\bar P-\hat B\bar u ,
\end{equation}
where bars denote averages over the fitted band. The fit does not use the values of $\sigma$ and $\xi$, because both enter through the slope. Only the choice of the band requires a rough idea of $\xi$.

The price is an extrapolation from $u\ge1$ to $u=0$. If the ordinates are independent with a common variance $v$, then
\begin{equation}
\mathrm{Var}\,\hat F=\frac vn\Big[1+\frac{\bar u^2}{\overline{u^2}-\bar u^2}\Big],
\end{equation}
since $\bar P$ and $\hat B$ are then uncorrelated. The integral of $\sin^{-4}(\theta/2)$ gives
\begin{equation}
\overline{u^2}=\frac{2}{\pi-\theta_c}\Big[\cot\frac{\theta_c}2+\frac13\cot^3\frac{\theta_c}2\Big].
\end{equation}
A fit over the upper half of the range, $\theta_c=\pi/2$, has $\bar u=1.27$ and $\overline{u^2}=1.70$, and the bracket is about 22. Starting at $\theta_c=\pi/4$ gives $\bar u=2.05$ and $\overline{u^2}=6.03$, and the bracket falls to 3.3. The wider band is used here. Its lower end must still satisfy $\theta_c\gg\Delta/\xi$, which is $0.785\gg0.05$ in this case.

\section{The power lost with the mean}

Removing the mean also removes edge roughness of very long wavelength. The lost variance is
\begin{equation}
\langle\bar w^2\rangle=\frac{\sigma^2}N\sum_{|r|<N}\Big(1-\frac{|r|}N\Big)a^{|r|}\simeq\frac{\sigma^2}N\,\frac{1+a}{1-a}\simeq\frac{2\xi}L\sigma^2 ,
\end{equation}
which is about 2\% of $\sigma^2$ here. This is the edge power that would have stood at $k=0$. The edge spectrum is nearly flat for $2\pi f\xi\ll1$, and at $k=1$ this product is 0.061, so $P_1$ can stand in for the missing ordinate. Subtracting the floor from all $N$ ordinates then gives
\begin{align}
V&=\frac1{N\Delta}\Big[\sum_{k\ne0}(P_k-\hat F)+(P_1-\hat F)\Big]\nonumber\\
&=\frac1{N\Delta}\Big[\sum_{k\neq0}P_k+P_1-N\hat F\Big].
\label{V}
\end{align}
If the roughness within the length $L$ is wanted rather than $\sigma^2$, the replacement term $(P_1-\hat F)/(N\Delta)$ is left out.

Applied to the exact mean spectrum, (\ref{V}) has a bias of $-0.02\%$ of $\sigma^2$. Over 8000 synthetic edges it gives $0.6397\pm0.0011\ \mathrm{nm^2}$. The plain plateau, with the same replacement term, gives $0.6231\pm0.0011\ \mathrm{nm^2}$.

\section{Statistical error, and why negative values stay}

The estimate $V$ is linear in the ordinates, $V=\sum_{k=1}^{N/2}c_kP_k$. For a Gaussian trace with $L\gg\xi$, the real and imaginary parts of each Fourier amplitude are nearly independent Gaussians of equal variance, and amplitudes at different $k\le N/2$ are nearly independent of each other. Each $P_k$ is then exponentially distributed, with variance equal to its squared mean. The Nyquist amplitude is real, which doubles that variance. For $M$ independent edges,
\begin{equation}
\mathrm{Var}\,V\simeq\frac1M\sum_{k=1}^{N/2}(1+\delta_{k,N/2})\,c_k^2\langle P_k\rangle^2 .
\end{equation}
This predicts a standard error of $0.0970\ \mathrm{nm^2}$ for one edge, and the 8000 edges show $0.0972\ \mathrm{nm^2}$. For 50 edges it is $0.0970/\sqrt{50}=0.0137\ \mathrm{nm^2}$. Since $\delta V=2\sigma\,\delta\sigma$, the error of $\sigma$ is $0.0137/1.6=0.0086$ nm.

The systematic shortfall of the plain plateau, $0.0171\ \mathrm{nm^2}$, equals the one-edge error divided by $\sqrt M$ at $M\approx(0.0970/0.0171)^2\approx32$. With a few edges the tail correction is hidden by scatter, and with hundreds it matters.

After subtraction some values $P_k-\hat F$ are negative. Setting them to zero looks harmless, but it discards downward fluctuations and keeps upward ones. An ordinate with mean $\mu$, averaged over $M$ edges, is $\mu t/M$, where $t$ has density $t^{M-1}e^{-t}/\Gamma(M)$. For a known floor, the amount added on average by the clipping is
\begin{align}
D&=\int_0^{MF/\mu}\Big(F-\frac{\mu t}M\Big)\frac{t^{M-1}e^{-t}}{\Gamma(M)}\,dt\nonumber\\
&=F\,G_M\!\Big(\frac{MF}\mu\Big)-\mu\,G_{M+1}\!\Big(\frac{MF}\mu\Big),
\end{align}
where $G_q(x)=\Gamma(q)^{-1}\int_0^xt^{q-1}e^{-t}dt$, and $M\Gamma(M)=\Gamma(M+1)$ was used in the second term. Summed over $k\neq0$ and divided by $N\Delta$, this is $0.0075\ \mathrm{nm^2}$ for $M=50$, or 1.2\% of $\sigma^2$. Clipping the synthetic spectra at their fitted floors gives $0.0076\ \mathrm{nm^2}$. The negative values must therefore be kept in the sum.

The square root should also come last. Expanding $\sqrt V$ about $\sigma^2$ to second order gives $\langle\sqrt V\rangle\simeq\sigma-\mathrm{Var}\,V/(8\sigma^3)$ for an unbiased $V$. For single edges this lowers the mean by about 0.002 nm, and for the 50-edge average by a fiftieth of that.

\section{Fifty edges, worked through}

The 50 measured traces have a raw variance of $0.9875\ \mathrm{nm^2}$. The fitted floor is $0.3587\ \mathrm{nm^3}$, which implies a noise of $\sqrt{0.3587}=0.599$ nm rms. The ordinate that replaces the missing one adds $P_1/L=0.011\ \mathrm{nm^2}$, so
\begin{equation}
V=0.9875+0.011-0.3587\simeq0.640\ \mathrm{nm^2}.
\end{equation}
The roughness is $\sigma=0.800\pm0.009$ nm, or $3\sigma=2.40$ nm. That the value lies much closer to 0.8 nm than its standard error is chance. The plain plateau gives a floor of $0.3766\ \mathrm{nm^3}$ and a variance of $0.622\ \mathrm{nm^2}$, hence $\sigma=0.788$ nm.

Now keep the same edges and the same noise pattern, and change the noise amplitude alone. For $s=0.3$, 0.6 and 1.2 nm, the raw roughness is 0.848, 0.994 and 1.436 nm. The tail fit returns 0.800, 0.800 and 0.799 nm, with standard errors of 0.008, 0.009 and 0.012 nm. Even at half the noise the error hardly falls, because most of it comes from the finite sample of edges. The plain plateau returns 0.789, 0.788 and 0.788 nm, which is nearly as steady and yet too low. Independence of the noise level is therefore no proof that a recovered roughness is unbiased: the term $-A\bar u\sigma^2$ does not contain $s$.

\section{When the floor is not flat or the tail not straight}

The scheme rests on white noise and on a tail proportional to $u$. The errors below are relative to the true $\sigma=0.8$ nm and follow from mean spectra, with the other parameters held fixed.

Suppose that the noise at neighbouring points has correlation $\rho$. Its spectrum becomes $\Delta s^2(1+2\rho\cos\theta)$ for large $N$, which is lowest where the floor is read. In the upper quarter the mean of $\cos\theta$ is $-\sin\theta_c/(\pi-\theta_c)=-0.90$. For $\rho=0.1$ the plain floor thus misses a variance $0.18s^2=0.065\ \mathrm{nm^2}$, and the error of $\sigma$ changes from $-1.3\%$ to $+3.7\%$. The tail fit does worse, at $+5.7\%$. Since $\cos\theta=1-2/u$ rises with $u$, the fit takes this rise for edge roughness and extrapolates to a floor that is too low.

Smoothing the trace with weights $\frac14,\frac12,\frac14$ multiplies the spectrum, apart from a small leakage term from the ends of the trace, by $\cos^4(\theta/2)$, which vanishes at the Nyquist frequency. The smoothed noise keeps a variance $(\frac1{16}+\frac14+\frac1{16})s^2=\frac38s^2$, but almost none of it appears in the plateau. The errors are $+8\%$ for the plain plateau and $+13\%$ for the tail fit. The spectrum should be taken from the unsmoothed trace.

A beam of finite width averages the edge along its length. A Gaussian blur of 2 nm full width at half maximum lowers the true rms value of the blurred edge to 0.781 nm. The plain plateau recovers this value almost unchanged, because the blur has removed most of the tail. The tail fit lies about 1\% above it, at $-1.3\%$ from the original $\sigma$. Being closer to 0.8 nm here is a partial cancellation of two errors, not a correction for the blur.

For a smoother edge, take the covariance $\sigma^2\,2^{1-H}(r/\xi)^HK_H(r/\xi)/\Gamma(H)$, where $K_H$ is the modified Bessel function. It reduces to (\ref{cov}) at $H=\frac12$. At $H=0.75$ the tail is weaker and steeper, and the errors are $-0.2\%$ for the plain plateau and $+0.3\%$ for the tail fit.

The example uses round model values, not measurements of a particular line. The metal itself does not enter, since the model describes geometry alone. Real images depart from the model through beam blur and through noise correlated by the beam or by image processing. For the values assumed here, these shift the recovered $\sigma$ by roughly 1\% (blur) to 13\% (smoothing), which is comparable with the tail correction or larger. A plot of the averaged $P_k$ against $u$ can give a warning: a clear bend within the band shows that the straight-line model fails. A plot that looks straight does not prove the model right. With 50 edges, the bends caused here by the blur and by the smoother edge are too small to stand out from the scatter.

There is also a limit that no choice of band can overcome. If $\xi\ll\Delta$, then $a\to0$ and $\langle P_k\rangle\to\Delta(\sigma^2+s^2)$ at every $k\neq0$. Edge and noise are then both white, and one spectrum cannot separate them. Finer sampling or an independent measurement of the noise is needed. The numerical output lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUT (round model values)
sigma 0.8 nm, xi 20.0 nm, noise s 0.6 nm
step 1.0 nm, N 2048, length 2048 nm, edges 50
a = exp(-dx/xi): 0.95123
MEAN SPECTRUM
true noise floor: 0.3600 nm^3
edge part at f=0.00049 /nm: 25.2622 nm^3
edge part at f=0.12500 /nm: 0.1099 nm^3
edge part at f=0.50000 /nm: 0.0162 nm^3
largest error of tail form: 0.43 %
EXPECTED BIAS OF RECOVERED VARIANCE
plain plateau, exact mean: -2.669 %
plain plateau, formula: -2.664 %
tail fit, exact mean: -0.0182 %
MONTE CARLO, 8000 edges
raw variance: 0.9873 +- 0.0010 nm^2 (expected 0.9874)
plain variance: 0.6231 +- 0.0011 nm^2 (expected 0.6229)
tail fit variance: 0.6397 +- 0.0011 nm^2 (expected 0.6399)
true variance: 0.6400 nm^2
one-edge error: 0.0970 formula, 0.0972 sampled nm^2
clipping bias: 0.00750 formula, 0.00756 sampled nm^2
clipping bias / true variance: 1.18 %
WORKED EXAMPLE, 50 edges
floor plain 0.3766, tail fit 0.3587 nm^3
noise rms from tail fit: 0.5989 nm
variance raw 0.9875, plain 0.6217, fit 0.6395 nm^2
standard error of variance: 0.0137 nm^2
standard error of sigma: 0.0086 nm
3 sigma from tail fit: 2.399 nm
SAME EDGES, THREE NOISE LEVELS: rms in nm
s=0.3: raw 0.8481, plain 0.7892, fit 0.8001 +- 0.0082
s=0.6: raw 0.9937, plain 0.7885, fit 0.7997 +- 0.0086
s=1.2: raw 1.4363, plain 0.7875, fit 0.7991 +- 0.0117
NEGLECTED EFFECTS: error of sigma, plain / tail fit
none: -1.34 / -0.01 %
noise correlation 0.1: +3.66 / +5.69 %
3-point smoothing: +8.24 / +12.75 %
beam blur 2.0 nm FWHM: -2.36 / -1.30 %
roughness exponent 0.75: -0.22 / +0.25 %
true sigma of blurred edge: 0.7813 nm
mean-removal loss of variance: 1.93 %
\end{verbatim}
